# Mean-Square Displacement per Column of a Solid-on-Solid Step

## Definitions and conventions

A step on a crystal surface runs along a row of columns labelled \(j=0,1,2,\dots\). Its position in column \(j\) is an integer \(y_j\), measured perpendicular to the row of columns in units of the lattice spacing in that direction. The jump between neighbouring columns is

\[
n_j = y_j-y_{j-1},\qquad n_j\in\{0,\pm1,\pm2,\dots\}.
\]

In the solid-on-solid model each column has a single step position, so the step has no overhangs. The energy above that of the straight step is

\[
E=e\sum_{j=1}^{N}|n_j| ,\qquad e>0 .
\]

Here \(e\) is the energy per unit of jump length: a jump of two units costs \(2e\). There is no separate energy for corners and no interaction with other steps. The following abbreviations are used, with \(k\) the Boltzmann constant and \(T\) the temperature:

\[
K=\frac{e}{kT},\qquad x=e^{-K},\qquad 0<x<1 .
\]

In \(e^{-K}\), and wherever \(e\) carries an exponent, it is the base of natural logarithms; standing alone it is the kink energy. All averages are equal-time averages in thermal equilibrium.

The result is that, for a step without mean tilt and with at least one free end,

\[
s^2\equiv\langle n_j^2\rangle=\frac{1}{2\sinh^2(e/2kT)},\qquad
\langle (y_N-y_0)^2\rangle=N s^2 .
\]

The phrase "mean-square displacement per column" thus has two equivalent readings: the mean-square jump between neighbouring columns, and the rate at which the mean-square displacement grows with distance along the step. It is not the mean-square position of a given column, which depends on the distance to the ends and on how they are held. To convert \(s^2\) to an area, multiply it by the square of the perpendicular lattice spacing.

## Independence of the jumps

Hold the first end at \(y_0=0\) and leave the other free. The positions \(y_1,\dots,y_N\) fix the jumps, and the jumps fix the positions through

\[
y_j=\sum_{i=1}^{j}n_i .
\]

The change of variables is therefore one-to-one, and every set of integers \(n_1,\dots,n_N\) is allowed. The Boltzmann weight factorises:

\[
e^{-E/kT}=\prod_{j=1}^{N}e^{-K|n_j|}=\prod_{j=1}^{N}x^{|n_j|}.
\]

Each factor contains one jump, and no constraint connects the jumps, so they are independent and identically distributed. This relies on two conditions: the energy is a sum of terms that each contain one jump, and one end is free. An interaction with a neighbouring step would make the energy depend on \(y_j\) itself, which is a sum of many jumps, and the product form would be lost.

## The single-jump distribution

It is convenient to include a bias \(h\), which multiplies the weight of each jump by \(e^{hn}\). The bias generates the moments by differentiation, and it also describes a tilted step. Define

\[
u=xe^{h},\qquad v=xe^{-h}.
\]

Positive jumps have weight \(u^n\) and negative jumps have weight \(v^{|n|}\). Both series converge if \(|h|<K\), and the sum over one jump is

\[
Z(h)=1+\sum_{n=1}^{\infty}u^n+\sum_{n=1}^{\infty}v^n
=1+\frac{u}{1-u}+\frac{v}{1-v}.
\]

Over the common denominator \((1-u)(1-v)\), the numerator is

\[
(1-u-v+uv)+(u-uv)+(v-uv)=1-uv .
\]

Since \(uv=x^2\) does not depend on \(h\),

\[
Z(h)=\frac{1-x^2}{(1-u)(1-v)} .
\]

At \(h=0\) this gives \(Z(0)=(1+x)/(1-x)\), and the jump probabilities are

\[
P(n)=\frac{1-x}{1+x}\,x^{|n|}.
\]

The fraction of columns with a jump of any size is

\[
1-P(0)=1-\frac{1-x}{1+x}=\frac{2x}{1+x}.
\]

## Mean and variance

Each derivative of \(Z\) with respect to \(h\) brings down a factor \(n\). Hence

\[
\frac{d\ln Z}{dh}=\frac{Z'}{Z}=\langle n\rangle,\qquad
\frac{d^2\ln Z}{dh^2}=\frac{Z''}{Z}-\left(\frac{Z'}{Z}\right)^2
=\langle n^2\rangle-\langle n\rangle^2 .
\]

The logarithm is

\[
\ln Z=\ln(1-x^2)-\ln(1-u)-\ln(1-v).
\]

With \(du/dh=u\) and \(dv/dh=-v\), the first derivative is

\[
\langle n\rangle=\frac{u}{1-u}-\frac{v}{1-v}.
\]

For the second derivative, use \(\frac{d}{du}\frac{u}{1-u}=\frac{1}{(1-u)^2}\). The negative sign of \(dv/dh\) cancels the negative sign in front of the second term:

\[
\langle n^2\rangle-\langle n\rangle^2=\frac{u}{(1-u)^2}+\frac{v}{(1-v)^2}.
\]

For the untilted step \(h=0\), so \(u=v=x\). The mean vanishes and the variance is the mean square:

\[
s^2=\frac{2x}{(1-x)^2}.
\]

Divide numerator and denominator by \(x\). Because \((1-x)^2/x=(x^{-1/2}-x^{1/2})^2\) and \(x^{1/2}=e^{-K/2}\),

\[
s^2=\frac{2}{\left(e^{K/2}-e^{-K/2}\right)^2}
=\frac{2}{\left[2\sinh(K/2)\right]^2}
=\frac{1}{2\sinh^2(K/2)} .
\]

The factor 2 in the numerator comes from the two signs of the jump; the square of \(2\sinh(K/2)\) supplies the 4 in the denominator.

## Growth along the step

The square of the end-to-end displacement is

\[
\langle(y_N-y_0)^2\rangle
=\sum_{i=1}^{N}\langle n_i^2\rangle+\sum_{i\ne k}\langle n_in_k\rangle .
\]

Independence gives \(\langle n_in_k\rangle=\langle n_i\rangle\langle n_k\rangle\) for \(i\ne k\), and this is zero without tilt. The first sum is \(Ns^2\). The step thus wanders like a random walk, with the column number in the role of time.

This law was also tested numerically in the position variables. Because the matrix elements below depend only on \(y-y'\), the test confirms the closed form and the sum over columns; independence is built into it. A transfer matrix with elements \(e^{-K|y-y'|}\) was applied to the positions, and the mean-square displacement was taken from the resulting distribution. For the parameters of the worked example it agrees with \(Ns^2\) for each \(N\) from 1 to 400, within a relative tolerance of \(10^{-8}\).

## Low and high temperature

At low temperature \(K\) is large and \(x\) is small. Expanding \((1-x)^{-2}=1+2x+3x^2+\dots\) gives

\[
s^2=2x+4x^2+O(x^3).
\]

The leading term counts rare unit jumps of either sign. The next term has two sources. The normalisation lowers the contribution of unit jumps, \(2P(1)=2x(1-x)/(1+x)\approx2x-4x^2\), while double jumps contribute \(2\cdot2^2P(2)\approx8x^2\). The sum is \(+4x^2\). Relative to the full result, the form \(2x\) is too small by

\[
1-\frac{2x}{s^2}=1-(1-x)^2=2x-x^2 .
\]

At high temperature \(K\) is small. Put \(z=K/2\). From \(\sinh z=z+z^3/6+\dots\) follows \(\sinh^2z=z^2(1+z^2/3+\dots)\), and therefore

\[
s^2=\frac{1}{2z^2}\left(1-\frac{z^2}{3}+\dots\right)
=\frac{2}{K^2}-\frac16+O(K^2).
\]

The leading term is the variance of a continuous jump with density \((K/2)e^{-K|n|}\), since

\[
2\cdot\frac K2\int_0^\infty n^2e^{-Kn}\,dn=K\cdot\frac{2}{K^3}=\frac{2}{K^2}.
\]

This is a limit of the model only. If the straight step costs the same energy \(e\) per column, as on a square lattice with equal bonds, its free energy per column is \(e-kT\ln[(1+x)/(1-x)]\). This vanishes at \(x=\sqrt2-1\), that is \(K=0.881\), and for smaller \(K\) no well-defined step remains. Overhangs, which the model excludes, matter well before that point.

## When the conditions change

### Restricted jumps

Some simulations allow only \(n=0,\pm1\). The three weights are then \(1,x,x\), so

\[
s^2_{\rm r}=\frac{2x}{1+2x},\qquad
\frac{s^2}{s^2_{\rm r}}=\frac{1+2x}{(1-x)^2}=1+4x+O(x^2).
\]

The two models agree at leading order when kinks are rare. At higher temperature the hyperbolic-sine formula must not be applied to data from the restricted model.

### Tilted steps

A bias \(h\) gives the step a mean slope \(\langle n\rangle\). The displacement must then be measured from the mean line; otherwise a term \(N^2\langle n\rangle^2\) is added to \(N\) times the variance. The variance itself also changes. With \(u=e^{-(K-h)}\) and \(v=e^{-(K+h)}\), the algebra used above gives

\[
\langle n^2\rangle-\langle n\rangle^2
=\frac{1}{4\sinh^2[(K-h)/2]}+\frac{1}{4\sinh^2[(K+h)/2]} .
\]

For \(z>0\),

\[
\frac{d^2}{dz^2}\frac{1}{\sinh^2z}
=\frac{6\cosh^2z}{\sinh^4z}-\frac{2}{\sinh^2z}
=\frac{4\sinh^2z+6}{\sinh^4z}>0 ,
\]

so the variance is a convex function of \(h\). It is also even, so its minimum lies at \(h=0\). Within this model, tilting the step raises its fluctuation per column.

### Both ends held

Let \(y_0=y_N=0\). A periodic simulation cell without net tilt imposes the same constraint on the jumps, \(\sum_i n_i=0\). The jumps are no longer independent, but their joint weight is unchanged when any two of them are exchanged. All mean squares therefore have one value \(v_N\), and all cross averages have one value \(c_N\). Squaring the constraint and averaging gives

\[
0=Nv_N+N(N-1)c_N\quad\Rightarrow\quad c_N=-\frac{v_N}{N-1}.
\]

For the displacement across any \(r\) successive columns,

\[
\langle(y_{j+r}-y_j)^2\rangle=rv_N+r(r-1)c_N
=v_N\,\frac{r(N-r)}{N-1}.
\]

This is close to \(rv_N\) for \(1\le r\ll N\), but it bends over and returns to zero at \(r=N\). A straight line fitted over the whole range would give a wrong \(s^2\).

The value \(v_N\) differs slightly from \(s^2\). If one jump is \(n\), the other \(N-1\) must add up to \(-n\). When \(Ns^2\gg1\) as well as \(N\gg1\), so that the step contains many kinks, the probability of this is proportional to a Gaussian, \(\exp[-n^2/(2Ns^2)]\approx1-n^2/(2Ns^2)\), at leading order in \(1/N\). Weighting \(P(n)\) by this factor and normalising,

\[
v_N\approx\frac{s^2-\langle n^4\rangle/(2Ns^2)}{1-1/(2N)}
\approx s^2-\frac{\langle n^4\rangle-s^4}{2Ns^2},
\]

where the averages on the right are those of the free step. The fourth moment follows from the fourth derivative of \(\ln Z\) at \(h=0\), which equals \(\langle n^4\rangle-3s^4\) because the odd moments vanish. Differentiating \(u/(1-u)^2\) twice with respect to \(h\) gives first \(u(1+u)/(1-u)^3\) and then \(u(1+4u+u^2)/(1-u)^4\). The term in \(v\) contributes equally at \(h=0\), so

\[
\langle n^4\rangle-3s^4=\frac{2x(1+4x+x^2)}{(1-x)^4}
=s^2\,\frac{(1-x)^2+6x}{(1-x)^2}=s^2(1+3s^2).
\]

Hence \(\langle n^4\rangle-s^4=s^2(1+5s^2)\), and

\[
s^2-v_N\approx\frac{1+5s^2}{2N}.
\]

## Worked example

Take the round model parameters \(e=0.10\) eV and \(T=600\) K. Then \(kT=0.05170\) eV, \(K=1.934\) and \(\sinh(K/2)=1.125\), so

\[
s^2=\frac{1}{2(1.125)^2}=0.395 .
\]

The direct Boltzmann sum gives the same value. Lengths are in lattice units throughout. After 100 columns with a free end, the mean-square displacement is \(100\times0.3951=39.5\), an rms displacement of 6.29.

**Which jumps matter.** About 25% of the columns have a jump. The probabilities of \(n=1,2,3\) are 0.1080, 0.0156 and 0.0023. Counting both signs, their contributions to \(s^2\) are

\[
2(0.1080)=0.216,\qquad 8(0.0156)=0.125,\qquad 18(0.0023)=0.041 .
\]

Unit jumps supply about 55% of \(s^2\) and double jumps about 32%. Long jumps are rare, but they count by their square. This is why the restricted model gives only 0.224, and why the kink fraction cannot replace \(s^2\).

**Limiting forms.** At this temperature \(x=0.1446\). The form \(2x=0.289\) is 27% below the full result, and \(2x+4x^2=0.373\) is 6% below it. The form \(2/K^2=0.535\) is 35% above it, and \(2/K^2-1/6=0.368\) is 7% below it. Neither leading term is adequate here, and the closed form should be used.

**Temperature.** With \(e\) fixed, \(s^2\) is 0.0436 at 300 K and 1.049 at 900 K, a factor of about 24. At 900 K the rms jump is about one lattice unit, so the neglect of overhangs needs a separate justification before the value is applied to a real step. For comparison, the boundary in the square-lattice Ising model with the same energy \(e\) per unit length, which allows overhangs, has growth rate \(1/\sinh\{K-\ln[(1+x)/(1-x)]\}\): 0.402 at 600 K and 1.27 at 900 K, about 2% and 21% above the values found here.

**Tilt.** For \(h=K/2\), \(u=x^{1/2}=0.380\) and \(v=x^{3/2}=0.055\). The mean jump is

\[
\frac{0.380}{0.620}-\frac{0.055}{0.945}=0.555 ,
\]

and the variance is 1.05, about 2.7 times that of the untilted step.

**Held ends.** For \(N=100\) with both ends held, the mean-square jump is \(v_N=0.3804\), and at the middle

\[
\langle y_{50}^2\rangle=0.3804\times\frac{50\times50}{99}=9.61 .
\]

A step with a free end has 19.75 at the same distance from its held end. Most of the reduction comes from the factor \((N-r)/(N-1)\), which is close to one half; the change in the mean-square jump is only about 4%. The estimate \((1+5s^2)/(2N)\) gives \(2.975/200=0.0149\) for \(s^2-v_N\), compared with the computed 0.0147. For \(N=400\) both values round to 0.0037.

## Obtaining the kink energy from a measured growth rate

Solving the closed form for the positive root gives \(\sinh(K/2)=1/\sqrt{2s^2}\), and thus

\[
e=2kT\,\operatorname{arsinh}\frac{1}{\sqrt{2s^2}} .
\]

For an assumed growth rate of 0.20 squared lattice units per column at 600 K, this gives \(K=2.478\) and \(e=2.478\times0.05170=0.128\) eV. The low-temperature form \(2x=0.20\) would give \(K=\ln10=2.303\) and \(e=0.119\) eV, which is 7% lower.

To see how an error in \(s^2\) passes to \(e\), differentiate \(\ln s^2=-\ln2-2\ln\sinh(K/2)\):

\[
\frac{\delta s^2}{s^2}=-\coth(K/2)\,\delta K
\quad\Rightarrow\quad
\frac{\delta e}{e}=-\frac{\tanh(K/2)}{K}\,\frac{\delta s^2}{s^2}
\]

at fixed temperature. In the example the factor \(\tanh(K/2)/K\) is about 0.34, so a small relative error in the growth rate produces about one third of that relative error in the kink energy, with the opposite sign.

The inversion inherits every condition of the forward formula. The data must come from an untilted, isolated step in equilibrium, whose energy is proportional to the jump length, without a separate corner energy. If both ends are held, the factor \((N-r)/(N-1)\) must be included unless the range of column separations is short compared with \(N\). The fit then yields \(v_N\), not \(s^2\). The difference, about \((1+5s^2)/(2N)\) when \(N\gg1\) and \(Ns^2\gg1\), must be negligible or be added before the formula is inverted. If the cell holds only about one kink or fewer, this estimate fails; it exceeds \(s^2\) itself once \(Ns^2\) falls below about one half. The numerical output lists the main values with their units.

## Table of computed values

```
kink energy e per unit jump: 0.10 eV
temperature: 600 K
kT: 0.05170 eV
K = e/kT: 1.9341 (dimensionless)
x = exp(-K): 0.1446 (dimensionless)
sinh(K/2): 1.1250 (dimensionless)
probability of jump n = 0: 0.7474
probability of jump n = 1: 0.1080
probability of jump n = 2: 0.0156
probability of jump n = 3: 0.0023
fraction of columns with a jump: 0.2526
s2 from direct sum: 0.3951 squared lattice units
s2 from closed form: 0.3951 squared lattice units
low-T form 2x: 0.2891 squared lattice units
low-T form 2x(1+2x): 0.3727 squared lattice units
high-T form 2/K^2: 0.5347 squared lattice units
high-T form 2/K^2-1/6: 0.3680 squared lattice units
s2 with jumps 0,+-1 only: 0.2243 squared lattice units
tilted step, h = K/2, mean jump: 0.5553 lattice units
tilted step, jump variance: 1.0513 squared lattice units
K at 300 K: 3.8682 (dimensionless)
s2 at 300 K: 0.0436 squared lattice units
K at 900 K: 1.2894 (dimensionless)
s2 at 900 K: 1.0493 squared lattice units
free end, 50 columns: 19.754 squared lattice units
free end, 100 columns: 39.508 squared lattice units
free end, 100 columns, rms: 6.286 lattice units
held ends, N = 100, middle: 9.605 squared lattice units
held ends, N = 100, <n^2>: 0.38037 squared lattice units
  s2 minus this value: 0.01471 squared lattice units
held ends, N = 200, <n^2>: 0.38768 squared lattice units
  s2 minus this value: 0.00740 squared lattice units
held ends, N = 400, <n^2>: 0.39137 squared lattice units
  s2 minus this value: 0.00371 squared lattice units
assumed growth rate: 0.20 squared lattice units per column
K from that rate: 2.4779 (dimensionless)
kink energy from that rate at 600 K: 0.1281 eV
```
